\section*{Exponential time-differencing for the Kuramoto–Sivashinsky erosion equation without a grid-limited step}

\section{The situation}

On some materials an ion beam at normal incidence roughens a flat surface; on others the displacement of atoms by the ions keeps it smooth. The first case is treated here. In its simplest description, material is removed faster in valleys than on crests, because the energy deposited below the surface is focused towards a concave region, and small undulations grow. Surface diffusion or ion-induced flow smooths the shortest ones, and the dependence of the sputter yield on local slope limits the height. For a profile $h(x,t)$ that varies along one direction, with small slopes and wavelengths long compared with the ion depth, these effects give
\begin{equation}
h_t=-\nu h_{xx}-K h_{xxxx}+\frac{\lambda}{2}h_x^2,\qquad \nu,K>0 .
\label{ks}
\end{equation}
Height is measured in the frame that recedes with the flat surface. The profile is periodic over a length $B$, with $N$ points of spacing $\Delta x=B/N$.

The fourth derivative makes fine grids expensive for an explicit scheme. Halving $\Delta x$ divides the allowed time step by about sixteen, although the pattern evolves no faster. The scheme below removes this restriction. It does not permit arbitrary steps: a limit remains, but it is not set by the grid.

\section{Linear rates and the explicit limits}

For $h=\sum_k c_k e^{ikx}$, the derivatives give $-\nu(ik)^2=\nu k^2$ and $-K(ik)^4=-Kk^4$, so
\begin{equation}
\dot c_k=L_kc_k+N_k,\qquad L_k=\nu k^2-Kk^4,
\label{modes}
\end{equation}
where $N_k$ is the Fourier coefficient of $(\lambda/2)h_x^2$. Setting $dL/d(k^2)=\nu-2Kk^2=0$ gives the fastest wave,
\begin{equation}
k_*^2=\frac{\nu}{2K},\qquad L_{k_*}=\frac{\nu^2}{4K}.
\end{equation}
Waves with $k^2>\nu/K$ decay.

\paragraph{Central differences with Euler steps.}
The second difference multiplies $e^{ikx}$ by $-4S/\Delta x^2$, with $S=\sin^2(k\Delta x/2)$. Applying it once and twice gives the discrete rate
\begin{equation}
\Lambda(S)=\frac{4\nu S}{\Delta x^2}-\frac{16KS^2}{\Delta x^4}.
\end{equation}
This is a concave parabola with $\Lambda(0)=0$. If $\Delta x^2<4K/\nu$, its most negative value on $0\le S\le1$ is at $S=1$, the sawtooth mode. An Euler step multiplies a mode by $1+\Lambda\Delta t$. Damped modes stay bounded if $\Delta t\le2/|\Lambda|$, hence
\begin{equation}
\Delta t\le\frac{2}{16K/\Delta x^4-4\nu/\Delta x^2}
=\frac{\Delta x^4}{8K\left[1-\nu\Delta x^2/(4K)\right]} .
\label{euler}
\end{equation}

\paragraph{Fourier modes with Heun steps.}
Heun's method multiplies a linear mode by $1+z+z^2/2$, with $z=L_k\Delta t$. This equals $\tfrac12[(1+z)^2+1]>0$, and it is at most 1 when $z(1+z/2)\le0$, that is, for $-2\le z\le0$. On a grid that resolves the damped range, the fastest decay is at the highest kept wavenumber $k_M$, so
\begin{equation}
\Delta t\le\frac{2}{Kk_M^4-\nu k_M^2}.
\label{heun}
\end{equation}
With the truncation described next, $k_M\to2\pi/(3\Delta x)$ on fine grids, and the limit tends to $81\Delta x^4/(8\pi^4K)\approx0.104\,\Delta x^4/K$. Spectral derivatives do not remove the fourth-power law.

\paragraph{Truncation.}
Keep the modes $k=2\pi m/B$ with $|m|\le M$. The square of the slope contains $|m|\le2M$. On $N$ points, $m$ and $m-N$ are indistinguishable, so the mode $2M$ appears at $2M-N$. This lies outside the kept range if $2M-N<-M$, or
\begin{equation}
3M<N .
\end{equation}
The kept coefficients of $h_x^2$ are then free of aliasing. I use the largest such integer $M$.

\section{Derivation of the scheme}

Multiply (\ref{modes}) by $e^{-L_kt}$; the left side and the linear term combine into $d(e^{-L_kt}c_k)/dt$. Integrating over one step and setting $t=t_n+s\Delta t$ gives
\begin{equation}
c_k(t_n+\Delta t)=e^zc_k(t_n)+\Delta t\int_0^1e^{(1-s)z}N_k(t_n+s\Delta t)\,ds .
\label{voc}
\end{equation}
No approximation has been made yet. The stiff factor stands in the exponential, and only $N_k$ has to be approximated.

Replace $N_k$ in the integral by the straight line $N_n+s(N_{n+1}-N_n)$. The two weights needed are
\begin{align}
\varphi_1(z)&=\int_0^1e^{(1-s)z}ds=\frac{e^z-1}{z},\\
\varphi_2(z)&=\int_0^1s\,e^{(1-s)z}ds
=\left[-\frac{s\,e^{(1-s)z}}{z}\right]_0^1+\frac{\varphi_1}{z}
=\frac{e^z-1-z}{z^2}.
\end{align}
The end value $N_{n+1}$ is unknown, so it is evaluated at a predictor $a$ that holds $N$ constant over the step:
\begin{align}
a&=e^zc_n+\Delta t\,\varphi_1N(c_n),\label{pred}\\
c_{n+1}&=a+\Delta t\,\varphi_2\left[N(a)-N(c_n)\right].\label{corr}
\end{align}
This is the scheme ETDRK2.

\paragraph{Order.}
Take a fixed set of modes and a smooth solution. Over one step $N$ departs from its initial value by $O(\Delta t)$. The integral in (\ref{voc}) carries a further factor $\Delta t$, so $a$ is wrong by $O(\Delta t^2)$, and so is $N(a)$. The straight line also misses $N$ by $O(\Delta t^2)$. Multiplication by the prefactor $\Delta t$ makes the error of one step $O(\Delta t^3)$. A fixed time $T$ takes $T/\Delta t$ steps, which leaves a total error $O(\Delta t^2)$.

\paragraph{Two limits.}
For $z\to0$, $\varphi_1\to1$ and $\varphi_2\to1/2$, and the scheme becomes Heun's. This covers the mean height, for which $L_0=0$. For $z\to-\infty$, $\varphi_1$ and $\varphi_2$ both approach $1/|z|$, so that
\begin{equation}
c_{n+1}\to\frac{N(c_n)+N(a)-N(c_n)}{|L_k|}=\frac{N(a)}{|L_k|}.
\end{equation}
This is the quasi-steady balance $L_kc_k+N_k=0$: a strongly damped wave follows the forcing by the long waves, as it should physically.

\section{Pseudocode and cost}

\begin{verbatim}
setup(dt):
  k = 2*pi*m/B;   L = nu*k^2 - K*k^4
  z = L*dt;       E = exp(z)
  W1 = dt*phi1(z);  W2 = dt*phi2(z)

nonlinear(c):
  s = inverse_FFT(i*k*c)
  q = (lambda/2) * FFT(s*s)
  set q = 0 for |m| > M;  return q

step(c):
  n0 = nonlinear(c)
  a  = E*c + W1*n0
  return a + W2*(nonlinear(a) - n0)
\end{verbatim}

The FFT must be normalised so that it returns the coefficients $c_k$. One step needs two evaluations of $N$ and thus four real transforms, the same number as Heun's method in Fourier space. The weights are three stored arrays, recomputed when $\Delta t$ changes. For a fixed time $T$ and a fixed $\Delta t$, the work grows as $N\log N$. Heun's method in Fourier space, run at its limit, needs a number of steps proportional to $N^4$ on fine grids, and its work grows as $N^5\log N$.

\section{Why grid refinement does not limit the step}

The linear part alone cannot make a damped mode grow, since $e^z<1$. The nonlinear term needs an argument. Add a small disturbance $\delta$ to a surface of local slope $s$. To first order,
\begin{equation}
\frac{\lambda}{2}\left[(s+\delta_x)^2-s^2\right]\approx\lambda s\,\delta_x ,
\end{equation}
which is $i\lambda sk\,\delta$ for one wave. Treat $s$ as constant. For a damped wave define
\begin{equation}
y=-L_k\Delta t>0,\qquad r=\frac{|\lambda sk|}{|L_k|},
\end{equation}
so that $\Delta t\,N=iry\,\delta$; the opposite sign of $\lambda sk$ gives the complex conjugate result.

Start with $\delta=1$. From $y\varphi_1=1-e^{-y}$, the predictor (\ref{pred}) is
\begin{equation}
a=e^{-y}+ir(1-e^{-y}),\qquad a-1=(1-e^{-y})(-1+ir).
\end{equation}
Also $y\varphi_2=(e^{-y}-1+y)/y=1-\varphi_1$. The corrector (\ref{corr}) then gives the amplification factor
\begin{align}
G&=a+ir(1-\varphi_1)(a-1)\nonumber\\
&=e^{-y}+(1-e^{-y})\left[ir+(1-\varphi_1)(-ir-r^2)\right]\nonumber\\
&=e^{-y}+(1-e^{-y})\left[ir\varphi_1-r^2(1-\varphi_1)\right].
\label{G}
\end{align}
Since $\varphi_1$ is the average of $e^{-(1-s')y}$ over $0\le s'\le1$, it lies between 0 and 1. If $r\le1$, the modulus of the bracket is at most $r\varphi_1+r^2(1-\varphi_1)\le1$, and therefore
\begin{equation}
|G|\le e^{-y}+(1-e^{-y})=1\qquad\text{for every }\Delta t .
\end{equation}

For a damped wave the condition $r\le1$ reads
\begin{equation}
Kk^3-\nu k\ge|\lambda s| .
\label{safe}
\end{equation}
The left side equals $k(Kk^2-\nu)$. It is zero at $k^2=\nu/K$ and increases without bound beyond it, so (\ref{safe}) holds for all $k$ above a single root $k_s$. The root contains $\nu$, $K$, $\lambda$ and $s$, but not $\Delta x$. Refinement adds waves above $k_s$, and at frozen slope these cannot restrict the step.

The condition matters. For $r>1$ and strong damping, (\ref{G}) tends to $-r^2$. Evaluating the actual step over $10^{-3}\le y\le10^6$ gave a largest $|G|$ of 2.250 for $r=1.5$, in agreement with $1.5^2$, and no value above 1 for $r\le1$.

A real slope varies along $x$ and couples the waves, so this is not a proof for the full equation. The nonlinear runs below address that case.

\section{Worked example}

The parameters are rough values for erosion of GaSb by argon ions of about 500 eV: $\nu=0.4$ nm$^2$/s, $K=8$ nm$^4$/s, $\lambda=-1$ nm/s and $B=256$ nm. They give
\begin{equation}
k_*=\sqrt{\frac{0.4}{16}}=0.158\ \text{nm}^{-1},\qquad
\frac{2\pi}{k_*}=39.7\ \text{nm},\qquad
\frac{\nu^2}{4K}=\frac{0.16}{32}=0.005\ \text{s}^{-1},
\end{equation}
an e-folding time of 200 s.

\paragraph{Explicit limits.}
At $\Delta x=0.5$ nm, (\ref{euler}) gives $0.0625/64$ s divided by $0.997$, or $9.80\times10^{-4}$ s. The limits on four grids are:

\begin{center}
\begin{tabular}{ccc}
$\Delta x$ (nm) & Euler (s) & Heun (s)\\
4.0 & 5.00 & 4.36\\
2.0 & 0.263 & 0.232\\
1.0 & 0.0158 & 0.0134\\
0.5 & 0.000980 & 0.000827
\end{tabular}
\end{center}

The Heun column was found by bisection on actual steps and agrees with (\ref{heun}). Between the two finest grids it scales as $\Delta x^{4.01}$; the small excess over 4 comes from the $\nu k_M^2$ term. Nonlinear runs at $\Delta x=2$ nm, started from a developed surface, stayed bounded at 0.95 of the limit and diverged at 1.05, for both explicit schemes.

\paragraph{Accuracy.}
Ten waves with coefficients of modulus 0.1 nm were followed for 500 s at $\Delta x=4$ nm, up to an rms height of 0.861 nm. The reference was an adaptive integration that formed $h_x^2$ by a direct convolution sum. The largest height error of ETDRK2 was 0.0194, 0.0051, 0.0013 and 0.00033 nm for steps of 10, 5, 2.5 and 1.25 s. The last halving gives an order of 1.99. At 5 s the error is 0.6\,\% of the rms height.

\paragraph{One step on all grids.}
With $\Delta t=5$ s held fixed, the same initial profile was run on each grid. After 500 s the largest difference from the 0.5 nm grid was 0.017 nm at $\Delta x=4$ nm and $10^{-6}$ nm at 2 nm. The coarsest grid is thus limited by its spatial resolution more than by its time step.

\paragraph{The remaining limit.}
From a developed surface, the step was raised from 5 s by factors of $\sqrt2$ until a run of 400 steps diverged. The largest bounded steps were 40, 57, 40 and 40 s for $\Delta x=4$, 2, 1 and 0.5 nm. They differ by at most one increment of the search and show no trend with $\Delta x$, while the Heun limit falls by a factor of about 5000. The 57 s value depends on the starting surface; from other developed surfaces the limit lies between 40 and 57 s on coarse and fine grids alike. The steepest slope seen, 0.305, gives $k_s=0.386$ nm$^{-1}$, with 15 waves below it in this box. I conjecture that these waves set the limit near 40 s; the runs do not isolate the cause.

\paragraph{What is gained.}
One hour of erosion at $\Delta x=0.5$ nm takes $3600/5=720$ exponential steps, against $4.4\times10^6$ Heun steps at the stability limit. The ratio, about 6000, compares stable steps and not equal errors. It also depends on the need for so fine a grid: 0.5 nm is below the lattice constant of GaSb (0.61 nm) and the ion depth, so this grid tests the numerics and resolves no physics that (\ref{ks}) describes. For this smooth profile 2 nm suffices, and there 200 s took 40 exponential steps against 907 Heun steps, with final heights agreeing within 0.0021 nm. At 4 nm the 5 s step equals the Euler limit and is only 15\,\% above the Heun limit, so few steps or none are saved.

\paragraph{The surface.}
At $\Delta x=2$ nm, a start with 0.09 nm rms roughness led to 0.40, 1.19, 0.77 and 1.40 nm after 600, 1200, 1800 and 3600 s. The roughness fluctuates after the initial growth and does not settle. Its rms value between 5000 and 20000 s was 1.07 nm, with an rms slope of 0.118. These are averages over one irregular run; other random starts give about 1.0 to 1.15 nm and slopes within 0.005 of this value.

This state permits a check that does not use the time-stepping formulas. Differentiate (\ref{ks}), write $u=h_x$, multiply by $u$ and average over the period. Integration by parts gives
\begin{equation}
\frac12\frac{d}{dt}\langle u^2\rangle=\nu\langle u_x^2\rangle-K\langle u_{xx}^2\rangle ,
\end{equation}
because the nonlinear contribution $\lambda\langle u^2u_x\rangle=\lambda\langle(u^3/3)_x\rangle$ vanishes. In a statistically steady state the two terms on the right must balance over a long time. Their measured ratio was 1.0004; other starts give values within about 0.002 of 1, so the last digits are chance. The check is a coarse one: the identity holds for any $\lambda$, and with a 25 s step the ratio still lies within 0.5\,\% of 1.

\section{The model beside a real surface}

I take a flux of $10^{15}$ cm$^{-2}$s$^{-1}$, two atoms removed per ion and 35 atoms per nm$^3$, all rough. The flat surface then recedes at $v_0=10\times2/35=0.57$ nm/s. If the yield varies as $(\cos\theta)^{-f}$ under a vertical beam, $h_t=-v_0(1+h_x^2)^{f/2}\approx-v_0-\tfrac12fv_0h_x^2$, so $\lambda=-fv_0$; the chosen $\lambda$ implies $f=1.75$. The 40 nm wavelength, which follows from the chosen $\nu$ and $K$, is of the size of real GaSb dots, but such dots can be tens of nanometres high, far above the 1 nm roughness here. For the 256 nm period used here, the largest effect sized is the second lateral dimension: a two-dimensional run gave 1.60 nm rms instead of 1.07 nm, about 50\,\% more (other starts and averaging windows give 1.5 to 1.65 nm, and slopes up to about 0.5). The long-time roughness of the one-dimensional equation depends on $B$, so the 1.07 nm and this ratio belong to the chosen period and are not properties of the material. Shot noise changes the mean height of an area of one wavelength squared by about 0.06 nm rms in one e-folding time; this does not include the amplification of noise by the instability. For an ion depth of 2 nm, the parameter of the gradient expansion is $(2\ \text{nm}\times k_*)^2=0.1$; it rises to 0.2 at the neutral wave and 0.6 at $k_s$, and the numerical factors of the omitted terms are not computed here. At the steepest slope of the one-dimensional run the quadratic term exceeds the slope-dependent part of the full erosion law by 0.6\,\% of that part. The beam delivers 0.08 W/cm$^2$; a wafer cooled by radiation alone, with emissivity 0.5 on both faces and surroundings at 300 K, would reach roughly 390 K. Coefficients that depend on temperature would drift during this warm-up, so constant values presume that the wafer has reached a steady temperature. Composition changes and redeposition are left out and not sized. On a compound such as GaSb, composition changes at the surface are thought to be a main cause of the dots. Moreover, with $\lambda<0$ the equation produces sharp crests and rounded hollows, the shape of pits; since (\ref{ks}) is unchanged under $h\to-h$, $\lambda\to-\lambda$, rounded mounds belong to the opposite sign. The example therefore borrows realistic scales from GaSb and does not explain its dots.

\section{Failure modes}

\begin{itemize}
\item \textbf{Cancellation in $\varphi_2$.} For small $|z|$ the numerator $e^z-1-z$ is a difference of nearly equal numbers. At $z=-10^{-6}$ direct evaluation in double precision has a relative error of $3\times10^{-5}$. For $|z|<0.5$ use $\varphi_2=\sum_{j\ge0}z^j/(j+2)!$, with terms up to $j=14$.
\item \textbf{A stable but inaccurate step.} Boundedness at 40 s says nothing about accuracy. Choose $\Delta t$ by halving it and comparing profiles after a few e-folding times. In the irregular state reached later, small differences can grow, and averages should be compared instead.
\item \textbf{Steep surfaces.} The root $k_s$ rises with slope, so more waves can restrict the step. The small-slope equation itself also becomes doubtful there.
\item \textbf{Loss of reality in two dimensions.} With full complex transforms, rounding creates a small imaginary part of $h$. If the nonlinear term uses the real part of the slopes, this error evolves linearly and grows at up to $\nu^2/(4K)$. Over 6000 s that is a factor $e^{30}\approx10^{13}$, which from rounding level gives about $10^{-5}$ nm; the error matters in longer runs. Transform back, discard the imaginary part and transform forward again at intervals; every 20 steps was used here.
\end{itemize}

The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
nu = 0.4 nm^2/s, K = 8.0 nm^4/s, lambda = -1.0 nm/s
box = 256.0 nm, process time = 3600.0 s
fastest wavelength = 39.74 nm, k* = 0.1581 1/nm
fastest rate = 0.00500 1/s, e-fold time = 200.0 s
relative error of direct phi2 at z=-1e-6: 3.2e-05
dx (nm) | Euler-FD limit (s) | Heun-Fourier limit (s)
   4.0 | 5.0000e+00 | 4.3638e+00
   2.0 | 2.6316e-01 | 2.3234e-01
   1.0 | 1.5823e-02 | 1.3351e-02
   0.5 | 9.7962e-04 | 8.2724e-04
measured exponent of dx between 1 and 0.5 nm: 4.013
ETDRK2 error at 500.0 s, dx = 4 nm; reference rms = 0.861 nm
  dt = 10.00 s: max error = 1.942e-02 nm
  dt =  5.00 s: max error = 5.147e-03 nm
  dt =  2.50 s: max error = 1.314e-03 nm
  dt =  1.25 s: max error = 3.302e-04 nm
measured order in dt: 1.992
max |G| for r <= 1: 0.999999; for r = 1.5: 2.250
ETDRK2 with dt = 5.0 s on all grids, difference from dx = 0.5 nm:
  dx = 4.0 nm: 1.65e-02 nm
  dx = 2.0 nm: 9.55e-07 nm
  dx = 1.0 nm: 1.37e-14 nm
initial rms roughness = 0.092 nm
  t = 600 s: rms roughness = 0.399 nm
  t = 1200 s: rms roughness = 1.191 nm
  t = 1800 s: rms roughness = 0.772 nm
  t = 3600 s: rms roughness = 1.400 nm
saturated (5000-20000 s): rms = 1.072 nm, rms slope = 0.118, max slope = 0.305
slope balance nu<hxx^2>/K<hxxx^2> = 1.0004
k_s at max slope = 0.386 1/nm, modes below it in the box: 15
dx = 2 nm, 200.0 s: Heun 907 steps, ETD 40 steps, max gap 2.1e-03 nm
largest bounded ETD step (s), dx = 4, 2, 1, 0.5 nm: 40.0, 56.6, 40.0, 40.0
steps for 3600 s at dx = 0.5 nm: ETD 720, Heun 4.352e+06, Euler 3.675e+06
step ratio ETD/Heun at dx = 0.5 nm: 6044
2D run (dx = 2.67 nm), mean rms 3000-6000 s = 1.600 nm
flux = 1.0e+15 1/(cm^2 s), yield = 2.0, density = 35.0 1/nm^3
flat erosion rate = 0.571 nm/s, depth removed = 2057 nm
shot noise per e-fold on one wavelength squared = 0.064 nm
ion depth = 2.0 nm, (depth*k*)^2 = 0.100
yield exponent = 1.75, quadratic-law error at max slope = 0.6 %
ion energy = 500.0 eV, beam power = 0.080 W/cm^2
uncooled wafer (emissivity 0.5, ambient 300.0 K): 386 K
\end{verbatim}
